# Inverse-volume scaling of elastic image energies in defect supercells: verification in Python

```python
# RESULT UNDER TEST: for a neutral localised defect in periodic cells of one shape,
#   E(V) = E_inf + A/V + O(V^(-5/3)),   A = -S/2,
#   S = regularised [sum over k != 0  minus  V * integral d3k/(2 pi)^3] of h(k/|k|),
#   h(n) = (P n) . Gamma(n)^-1 . (P n),   Gamma_il = C_ijlm n_j n_m.
# V: cell volume; P: elastic dipole tensor (minus V times residual stress);
# C: elastic moduli. Cell vectors are fixed at those of the perfect host.
# If the cell relaxes to zero stress, A is lowered by (1/2) P : C^-1 : P.
# The independent side is a real-space relaxation of an anharmonic fcc crystal.
# Spring-crystal units: bond length b = 1, host bond stiffness k = 1.
import numpy as np
from scipy import constants, sparse

EYE = np.eye(3)
HALF = np.array([[1, 1, 0], [1, -1, 0], [1, 0, 1],
                 [1, 0, -1], [0, 1, 1], [0, 1, -1]])
STEEP = 3.0                  # Morse steepness of every bond, 1/b
MISFIT_FLAT = 0.10           # extra natural length, defect bonds in the xy plane
MISFIT_OTHER = 0.04          # extra natural length, other defect bonds
DEFECT_STIFFNESS = 1.5       # stiffness of the twelve defect bonds


def conjugate_gradient(apply, rhs, reduction=1e-3):
    x = np.zeros_like(rhs)
    res = rhs.copy()
    direction = res.copy()
    rr = np.sum(res * res)
    target = rr * reduction**2
    for _ in range(2000):
        image = apply(direction)
        step = rr / np.sum(direction * image)
        x += step * direction
        res -= step * image
        new = np.sum(res * res)
        if new < target:
            return x
        direction = res + (new / rr) * direction
        rr = new
    raise RuntimeError("conjugate gradient did not converge")


def relax(cells, strain=np.zeros((3, 3))):
    """Energy and dipole tensor of one defect in a periodic fcc cell."""
    shape = 2 * np.array(cells)
    axes = np.meshgrid(*[np.arange(s) for s in shape], indexing="ij")
    grid = np.array(axes).reshape(3, -1).T
    sites = grid[grid.sum(axis=1) % 2 == 0]
    count = len(sites)
    lookup = np.full(tuple(shape), -1)
    lookup[tuple(sites.T)] = np.arange(count)
    first = np.tile(np.arange(count), 6)
    second = np.concatenate(
        [lookup[tuple(((sites + v) % shape).T)] for v in HALF])
    vectors = np.repeat(HALF, count, axis=0) / np.sqrt(2.0)
    near = (first == 0) | (second == 0)
    assert near.sum() == 12
    extra = np.where(vectors[:, 2] == 0, MISFIT_FLAT, MISFIT_OTHER)
    natural = 1.0 + near * extra
    stiff = np.where(near, DEFECT_STIFFNESS, 1.0)
    bonds = len(first)
    rows = np.concatenate([np.arange(bonds), np.arange(bonds)])
    signs = np.concatenate([np.ones(bonds), -np.ones(bonds)])
    diff = sparse.csr_matrix((signs, (rows, np.concatenate([second, first]))),
                             shape=(bonds, count))
    diff_t = diff.T.tocsr()
    reference = vectors @ (EYE + strain)
    u = np.zeros((count, 3))
    for _ in range(30):
        r = reference + diff @ u
        length = np.sqrt(np.sum(r * r, axis=1))
        unit = r / length[:, None]
        ex = np.exp(-STEEP * (length - natural))
        tension = stiff * (ex - ex**2) / STEEP
        curvature = stiff * (2 * ex**2 - ex)
        gradient = diff_t @ (tension[:, None] * unit)
        lateral = tension / length
        if np.linalg.norm(gradient) < 1e-9:
            break

        def hessian(v):
            d = diff @ v
            along = (curvature - lateral) * np.sum(unit * d, axis=1)
            return diff_t @ (lateral[:, None] * d + along[:, None] * unit)

        u += conjugate_gradient(hessian, -gradient)
    else:
        raise RuntimeError("atomic relaxation did not converge")
    energy = np.sum(stiff * (1 - ex)**2) / (2 * STEEP**2)
    dipole = -(r * lateral[:, None]).T @ r
    return energy, dipole


def cubic_moduli(c11, c12, c44):
    c = c12 * np.einsum("ij,kl->ijkl", EYE, EYE)
    c += c44 * (np.einsum("ik,jl->ijkl", EYE, EYE)
                + np.einsum("il,jk->ijkl", EYE, EYE))
    for i in range(3):
        c[i, i, i, i] += c11 - c12 - 2 * c44
    return c


def direction_energy(n, dipole, moduli):
    """h(n) for an array of unit vectors n."""
    gamma = np.einsum("ijlm,nj,nm->nil", moduli, n, n)
    force = n @ dipole.T
    response = np.linalg.solve(gamma, force[:, :, None])[:, :, 0]
    return np.sum(force * response, axis=1)


def image_coefficient(dipole, moduli, edges, eta=0.002):
    """A of the fixed cell, from the regularised reciprocal sum."""
    e = np.array(edges, float)
    e /= np.prod(e)**(1 / 3)
    top = np.ceil(np.sqrt(40 / eta) * e / (2 * np.pi)).astype(int)
    mesh = np.meshgrid(*[np.arange(-t, t + 1) for t in top], indexing="ij")
    k = 2 * np.pi * np.array(mesh).reshape(3, -1).T / e
    k2 = np.sum(k * k, axis=1)
    keep = (k2 > 0) & (eta * k2 < 40)
    k, k2 = k[keep], k2[keep]
    x = eta * k2
    cutoff = np.exp(-x) * (1 + x + x**2 / 2)
    h = direction_energy(k / np.sqrt(k2)[:, None], dipole, moduli)
    z, w = np.polynomial.legendre.leggauss(48)
    phi = 2 * np.pi * np.arange(96) / 96
    zz, pp = np.meshgrid(z, phi, indexing="ij")
    s = np.sqrt(1 - zz**2)
    n = np.stack([s * np.cos(pp), s * np.sin(pp), zz], axis=-1).reshape(-1, 3)
    mean = np.sum(np.repeat(w, 96) / (2 * 96)
                  * direction_energy(n, dipole, moduli))
    radial = np.sqrt(np.pi) / 4 * eta**-1.5 * 35 / 8
    integral = 4 * np.pi * radial * mean / (2 * np.pi)**3
    return -0.5 * (np.sum(cutoff * h) - integral)


def free_strain_times_volume(dipole, moduli):
    inverse = np.linalg.pinv(moduli.reshape(9, 9), rcond=1e-10)
    return (inverse @ dipole.ravel()).reshape(3, 3)


# ---- reciprocal sum: exact isotropic case and independence of the cutoff
iso = cubic_moduli(3.0, 1.0, 1.0)
iso_a = image_coefficient(EYE, iso, (1, 1, 1))
assert abs(iso_a - 1 / (2 * 3.0)) < 1e-6
iso_long = image_coefficient(EYE, iso, (1, 1, 2))
assert abs(iso_long - 1 / (2 * 3.0)) < 1e-6

# ---- spring crystal: energies from atomic relaxation
full = np.vstack([HALF, -HALF]) / np.sqrt(2.0)
atom_volume = 1 / np.sqrt(2.0)
spring_c = np.einsum("ri,rj,rk,rl->ijkl", full, full, full, full) / (2 * atom_volume)
sizes = np.array([9, 12, 16])
runs = [relax((m, m, m)) for m in sizes]
energies = np.array([run[0] for run in runs])
volumes = 4 * atom_volume * sizes.astype(float)**3
dipole = runs[-1][1]
exponent = np.log((energies[0] - energies[1])
                  / (energies[1] - energies[2])) / np.log(4 / 3)
assert abs(exponent - 3) < 0.25       # next power shifts it at finite size
design = np.stack([np.ones(3), 1 / volumes, volumes**(-5 / 3)], axis=1)
e_inf, a_atoms, b_atoms = np.linalg.solve(design, energies)
a_formula = image_coefficient(dipole, spring_c, (1, 1, 1))
a_other_cutoff = image_coefficient(dipole, spring_c, (1, 1, 1), eta=0.003)
assert abs(a_other_cutoff / a_formula - 1) < 1e-3
assert abs(a_atoms / a_formula - 1) < 0.03   # neglected higher powers of 1/L


# ---- other cell shapes: same isolated energy, own coefficient
def coefficient_from_atoms(shape, multiples):
    m = np.array(multiples)
    e = np.array([relax(tuple(i * np.array(shape)))[0] for i in m])
    v = 4 * atom_volume * np.prod(shape) * m.astype(float)**3
    matrix = np.stack([1 / v, v**(-5 / 3)], axis=1)
    return np.linalg.solve(matrix, e - e_inf)[0]


a_z_atoms = coefficient_from_atoms((1, 1, 2), (7, 10))
a_z = image_coefficient(dipole, spring_c, (1, 1, 2))
assert abs(a_z_atoms / a_z - 1) < 0.04
a_x_atoms = coefficient_from_atoms((2, 1, 1), (8, 11))
a_x = image_coefficient(dipole, spring_c, (2, 1, 1))
# A may be small or negative here, so the cube's A sets the scale of error
assert abs(a_x_atoms - a_x) < 0.05 * abs(a_formula)
assert abs(a_x / a_formula - 1) > 0.10
assert abs(a_x_atoms / a_atoms - 1) > 0.10

# ---- why the 1:1:2 cell differs little from the cube: two opposite trends
round_dipole = np.trace(dipole) / 3 * EYE
s11, s12 = spring_c[0, 0, 0, 0], spring_c[0, 0, 1, 1]
round_host = cubic_moduli(s11, s12, (s11 - s12) / 2)
host_only = (image_coefficient(round_dipole, spring_c, (1, 1, 2))
             / image_coefficient(round_dipole, spring_c, (1, 1, 1)))
dipole_only = (image_coefficient(dipole, round_host, (1, 1, 2))
               / image_coefficient(dipole, round_host, (1, 1, 1)))
assert host_only < 1 < dipole_only

# ---- zero-stress cell: predicted strain and energy gain
e8, p8 = relax((8, 8, 8))
v8 = 4 * atom_volume * 8**3
strain8 = free_strain_times_volume(p8, spring_c) / v8
e8_free, p8_free = relax((8, 8, 8), strain8)
gain_formula = -0.5 * np.sum(p8 * strain8)
gain_atoms = e8_free - e8
assert abs(gain_atoms / gain_formula - 1) < 0.02
residual = np.linalg.norm(p8_free) / np.linalg.norm(p8)
assert residual < 0.02

# ---- small cells: how far the leading term alone is off
small = {}
for m in (2, 3, 4):
    shift = relax((m, m, m))[0] - e_inf
    small[m] = shift * 4 * atom_volume * m**3 / a_formula - 1

print("SPRING CRYSTAL (units: bond length b, stiffness k)")
print(f"moduli C11, C12, C44 = {spring_c[0,0,0,0]:.4f}, "
      f"{spring_c[0,0,1,1]:.4f}, {spring_c[0,1,0,1]:.4f} k/b")
print(f"dipole Pxx, Pyy, Pzz = {dipole[0,0]:.5f}, {dipole[1,1]:.5f}, "
      f"{dipole[2,2]:.5f} k b^2")
for m, e in zip(sizes, energies):
    print(f"energy, {m}x{m}x{m} cubes ({4*m**3} atoms) = {e:.10f} k b^2")
print(f"extrapolated isolated energy = {e_inf:.10f} k b^2")
print(f"measured power of 1/L = {exponent:.3f}")
print(f"A cube: atoms {a_atoms:.5f}, formula {a_formula:.5f} k b^5")
print(f"A 1:1:2 cell: atoms {a_z_atoms:.5f}, formula {a_z:.5f} k b^5")
print(f"A 2:1:1 cell: atoms {a_x_atoms:.5f}, formula {a_x:.5f} k b^5")
print(f"A(1:1:2)/A(cube), isotropic dipole in this host = {host_only:.3f}")
print(f"A(1:1:2)/A(cube), this dipole in isotropic host = {dipole_only:.3f}")
print(f"zero-stress gain, 8x8x8: atoms {gain_atoms:.4e}, "
      f"formula {gain_formula:.4e} k b^2")
print(f"dipole left after that strain = {100*residual:.3f} % of the original")
for m in small:
    print(f"true shift over A/V, minus 1, {m}x{m}x{m} = {100*small[m]:.1f} %")
print(f"isotropic check: A C11/p^2 = {iso_a*3:.6f} (cube), "
      f"{iso_long*3:.6f} (1:1:2)")

# ---- worked example: substitutional Ge in Si, rough typical inputs
gpa_nm3 = 1e9 * 1e-27 / constants.e          # one GPa nm^3 in eV
c11, c12, c44 = 166.0, 64.0, 80.0            # GPa, rough silicon values
a_si, a_ge = 0.543, 0.566                    # nm, rough
bulk = (c11 + 2 * c12) / 3
relax_volume = 3 * (a_ge - a_si) / a_si * a_si**3 / 8
p = bulk * relax_volume * gpa_nm3            # eV
si = cubic_moduli(c11, c12, c44) * gpa_nm3   # eV/nm^3
a_unit = image_coefficient(EYE, si, (1, 1, 1))
free_unit = a_unit - 0.5 * np.trace(free_strain_times_volume(EYE, si))
a_fixed, a_free = a_unit * p**2, free_unit * p**2

print("GERMANIUM ATOM IN SILICON (rough inputs)")
print(f"C11, C12, C44, bulk modulus = {c11:.0f}, {c12:.0f}, {c44:.0f}, {bulk:.1f} GPa")
print(f"lattice constants Si, Ge = {a_si:.3f}, {a_ge:.3f} nm")
print(f"relaxation volume = {relax_volume:.5f} nm^3")
print(f"dipole p = {p:.3f} eV")
print(f"A fixed cell = {1e3*a_fixed:.4f} meV nm^3")
print(f"A zero-stress cell = {1e3*a_free:.4f} meV nm^3")
print(f"A fixed over p^2/(2 C11) = {a_unit*2*c11*gpa_nm3:.4f}")
for m in (2, 3, 4, 5):
    v = (m * a_si)**3
    print(f"{8*m**3} atoms, V = {v:.3f} nm^3: fixed {1e3*a_fixed/v:.4f}, "
          f"zero stress {1e3*a_free/v:.4f} meV")
v64 = (2 * a_si)**3
p_strong = 10.0                              # eV, chosen stronger defect
print(f"chosen dipole {p_strong:.0f} eV, 64 atoms: fixed "
      f"{1e3*a_unit*p_strong**2/v64:.2f}, zero stress "
      f"{1e3*free_unit*p_strong**2/v64:.2f} meV")

# ---- size of neglected effects, from rough inputs
k_prime, bulk_ge, softening, t_use = 4.0, 75.0, 1e-4, 400.0
print("NEGLECTED EFFECTS (estimates from rough inputs)")
print(f"inputs: dK/dpressure {k_prime:.0f}, Ge bulk modulus {bulk_ge:.0f} GPa, "
      f"softening {softening:.0e} /K, T {t_use:.0f} K")
for label, q in (("Ge", p), ("10 eV dipole", p_strong)):
    volume_strain = q / (bulk * gpa_nm3 * v64)
    print(f"{label}, 64 atoms: volume strain {100*volume_strain:.3f} %, "
          f"modulus change {100*k_prime*volume_strain:.2f} %")
print(f"stiffness contrast of one Ge in 64 = {100*(bulk_ge/bulk-1)/64:.2f} %")
print(f"thermal softening of moduli to {t_use:.0f} K = {100*softening*t_use:.1f} %")
shift_a = 0.001                              # nm, assumed uncertainty
print(f"A change if a_Ge - a_Si is {shift_a:.3f} nm larger = "
      f"{100*((a_ge-a_si+shift_a)**2/(a_ge-a_si)**2-1):.1f} %")
host_error = 0.001                           # linear strain of a mis-set host cell
print(f"energy shift for host strain +{100*host_error:.1f} % = "
      f"{-3e3*p*host_error:.2f} meV, at every V")
kt = constants.k * t_use / constants.e
print(f"thermal energy at {t_use:.0f} K = {1e3*kt:.2f} meV")
print("PASS")
```

It prints:

```
SPRING CRYSTAL (units: bond length b, stiffness k)
moduli C11, C12, C44 = 1.4142, 0.7071, 0.7071 k/b
dipole Pxx, Pyy, Pzz = 0.44541, 0.44541, 0.27146 k b^2
energy, 9x9x9 cubes (2916 atoms) = 0.0280723083 k b^2
energy, 12x12x12 cubes (6912 atoms) = 0.0280599082 k b^2
energy, 16x16x16 cubes (16384 atoms) = 0.0280546849 k b^2
extrapolated isolated energy = 0.0280508776 k b^2
measured power of 1/L = 3.005
A cube: atoms 0.04407, formula 0.04410 k b^5
A 1:1:2 cell: atoms 0.04641, formula 0.04648 k b^5
A 2:1:1 cell: atoms 0.02640, formula 0.02642 k b^5
A(1:1:2)/A(cube), isotropic dipole in this host = 0.514
A(1:1:2)/A(cube), this dipole in isotropic host = 1.571
zero-stress gain, 8x8x8: atoms -6.4805e-05, formula -6.4869e-05 k b^2
dipole left after that strain = 0.084 % of the original
true shift over A/V, minus 1, 2x2x2 = 26.6 %
true shift over A/V, minus 1, 3x3x3 = 8.8 %
true shift over A/V, minus 1, 4x4x4 = 3.0 %
isotropic check: A C11/p^2 = 0.500000 (cube), 0.500000 (1:1:2)
GERMANIUM ATOM IN SILICON (rough inputs)
C11, C12, C44, bulk modulus = 166, 64, 80, 98.0 GPa
lattice constants Si, Ge = 0.543, 0.566 nm
relaxation volume = 0.00254 nm^3
dipole p = 1.556 eV
A fixed cell = 0.8073 meV nm^3
A zero-stress cell = -1.1706 meV nm^3
A fixed over p^2/(2 C11) = 0.6914
64 atoms, V = 1.281 nm^3: fixed 0.6303, zero stress -0.9140 meV
216 atoms, V = 4.323 nm^3: fixed 0.1868, zero stress -0.2708 meV
512 atoms, V = 10.247 nm^3: fixed 0.0788, zero stress -0.1142 meV
1000 atoms, V = 20.013 nm^3: fixed 0.0403, zero stress -0.0585 meV
chosen dipole 10 eV, 64 atoms: fixed 26.05, zero stress -37.77 meV
NEGLECTED EFFECTS (estimates from rough inputs)
inputs: dK/dpressure 4, Ge bulk modulus 75 GPa, softening 1e-04 /K, T 400 K
Ge, 64 atoms: volume strain 0.199 %, modulus change 0.79 %
10 eV dipole, 64 atoms: volume strain 1.276 %, modulus change 5.11 %
stiffness contrast of one Ge in 64 = -0.37 %
thermal softening of moduli to 400 K = 4.0 %
A change if a_Ge - a_Si is 0.001 nm larger = 8.9 %
energy shift for host strain +0.1 % = -4.67 meV, at every V
thermal energy at 400 K = 34.47 meV
PASS
```
